\section*{The peak temperature of first-order desorption under linear heating}

\section{A decision about a calculated barrier}

A density-functional calculation gives an activation energy of 2.50 eV for hydrogen leaving a silicon surface. A thermal desorption curve, read with an assumed prefactor of $10^{14}\,\mathrm{s^{-1}}$, gives 2.35 eV. Should one change the functional, or first compute the vibrational frequencies that fix the prefactor? The answer depends on how the temperature of the desorption peak ties energy, prefactor and heating rate together. For first-order desorption the tie is
\begin{equation}
\nu\,e^{-E/(k_BT_p)}=\frac{E\,\beta}{k_BT_p^{2}} .
\label{eq:peak}
\end{equation}
Here $T_p$ is the temperature of greatest desorption rate, $E$ the activation energy, $\nu$ the prefactor and $\beta$ the heating rate. Energies are in eV, temperatures in K, times in s and coverages in monolayers (ML).

The model is a uniform adlayer of coverage $\theta$ that is lost irreversibly at the rate
\begin{equation}
r=-\frac{d\theta}{dt}=k\theta,\qquad k(T)=\nu e^{-E/(k_BT)},\qquad T=T_0+\beta t,
\label{eq:model}
\end{equation}
with $E$, $\nu$ and $\beta$ positive constants. In particular, $E$ and $\nu$ depend neither on coverage nor on temperature, and nothing returns from the gas. The energy $E$ is the Arrhenius energy of the rate constant. A calculated difference of electronic energies must be given its zero-point and thermal terms before it is compared with $E$.

\section{First derivation: a balance at the peak}

The coverage equation need not be solved. Take the logarithm of the rate, $\ln r=\ln k+\ln\theta$, and differentiate with respect to time:
\begin{equation}
\frac{d\ln r}{dt}=\frac{d\ln k}{dT}\,\frac{dT}{dt}+\frac{1}{\theta}\frac{d\theta}{dt}
=\frac{d\ln k}{dT}\,\beta-k .
\label{eq:balance}
\end{equation}
The last term follows from $d\theta/dt=-k\theta$; dividing by $\theta$ removes the coverage. Since $\ln k=\ln\nu-E/(k_BT)$, we have $d\ln k/dT=E/(k_BT^2)$. Hence
\begin{equation}
\frac{d\ln r}{dt}=\frac{E\beta}{k_BT^2}-k(T).
\label{eq:slope}
\end{equation}
Setting this to zero gives Eq.~(\ref{eq:peak}). Both sides are fractional rates of change, in $\mathrm{s^{-1}}$. Heating makes the rate constant grow by the fraction $E\beta/(k_BT^2)$ per second, while desorption removes the fraction $k$ of the adlayer per second. At the peak the two cancel.

To see that there is one peak, write Eq.~(\ref{eq:slope}) as
\begin{equation}
\frac{d\ln r}{dt}=\frac{E\beta}{k_BT^2}\,[1-h(T)],\qquad
h(T)=\frac{k_BT^2\,k(T)}{E\beta}.
\end{equation}
Both $T^2$ and $k(T)$ increase with $T$, so $h$ rises strictly, from zero at $T\to0$ to infinity at $T\to\infty$. It equals one at a single temperature $T_p$. Below $T_p$ the rate grows and above it the rate falls. If heating starts at $T_0<T_p$, the curve therefore has one maximum, at $T_p$. If $T_0>T_p$, the rate is largest at the start, and that starting value must not be read as a peak obeying Eq.~(\ref{eq:peak}).

\section{Second derivation: the whole curve}

The second route solves for the coverage and then maximizes the explicit rate. Since $dt=dT/\beta$,
\begin{equation}
\ln\frac{\theta(T)}{\theta_0}=-\frac{\nu}{\beta}\int_{T_0}^{T}e^{-E/(k_BT')}\,dT' .
\end{equation}
Substitute $v=E/(k_BT')$, so that $dT'=-E\,dv/(k_Bv^2)$. The minus sign exchanges the limits. With $u=E/(k_BT)$ and $u_0=E/(k_BT_0)$,
\begin{equation}
\ln\frac{\theta}{\theta_0}=-N\int_u^{u_0}\frac{e^{-v}}{v^2}\,dv
=-N\,[G(u)-G(u_0)],
\label{eq:coverage}
\end{equation}
where
\begin{equation}
N=\frac{\nu E}{k_B\beta},\qquad G(u)=\int_u^\infty\frac{e^{-v}}{v^2}\,dv .
\end{equation}
The number $N$ is dimensionless. The rate $r=\nu e^{-u}\theta$ is now explicit:
\begin{equation}
r=\nu\theta_0\,e^{NG(u_0)}\,e^{-F(u)},\qquad F(u)=u+NG(u).
\end{equation}
The initial coverage and the starting temperature appear only in the constant factor, so they change the height of the curve and not the position of its maximum. The rate is greatest where $F$ is least. Because $G'(u)=-e^{-u}/u^2$,
\begin{equation}
F'(u)=1-\frac{Ne^{-u}}{u^2},\qquad
F''(u)=\frac{Ne^{-u}}{u^2}\left(1+\frac{2}{u}\right)>0 .
\end{equation}
A strictly convex function has at most one stationary point, and that point is its minimum. Here one exists, since $u^2e^u$ runs from zero to infinity. Calling it $x=E/(k_BT_p)$, we obtain
\begin{equation}
x^2e^x=N=\frac{\nu E}{k_B\beta}.
\label{eq:x}
\end{equation}
Multiply by $e^{-x}\beta k_B/E$: the right side becomes $\nu e^{-x}$ and the left side $x^2k_B\beta/E=E\beta/(k_BT_p^2)$. This is Eq.~(\ref{eq:peak}) again.

Equation (\ref{eq:x}) can be solved. Its square root, halved, is $(x/2)e^{x/2}=\tfrac12\sqrt N$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so
\begin{equation}
x=2W\!\left(\tfrac12\sqrt{N}\right),\qquad T_p=\frac{E}{k_Bx}.
\label{eq:forward}
\end{equation}

This route also gives the coverage left at the peak. For a cold start $G(u_0)$ is negligible beside $G(x)$, and $\theta_p/\theta_0=e^{-A}$ with $A=NG(x)=x^2e^xG(x)$. Putting $v=x(1+w)$ in the integral gives
\begin{equation}
A=x\int_0^\infty\frac{e^{-xw}}{(1+w)^2}\,dw .
\end{equation}
For $w\ge0$ the inequalities $1-2w\le(1+w)^{-2}\le1-2w+3w^2$ hold, because
\begin{align}
(1-2w)(1+w)^2&=1-3w^2-2w^3\le1,\\
(1-2w+3w^2)(1+w)^2&=1+4w^3+3w^4\ge1 .
\end{align}
With $x\int_0^\infty w^ne^{-xw}dw=n!/x^n$ they become
\begin{equation}
1-\frac2x<A<1-\frac2x+\frac6{x^2}.
\label{eq:A}
\end{equation}
For large $x$ the coverage at the peak is thus slightly more than $1/e$ of the initial one.

Finally, the sharpness of the peak follows from $F''$. At the peak $Ne^{-x}/x^2=1$ and $du/dT=-x/T_p$. Since $F'=0$ there, the term containing $d^2u/dT^2$ drops out, and
\begin{equation}
\left.\frac{d^2\ln r}{dT^2}\right|_{T_p}=-F''(x)\left(\frac{x}{T_p}\right)^2=-\frac{x(x+2)}{T_p^2}.
\label{eq:curv}
\end{equation}

\section{What each derivation assumes}

The first derivation uses the rate law only at the moment of the peak. Its balance, Eq.~(\ref{eq:balance}), therefore survives some changes of the model. Let the heating be uneven, with instantaneous rate $\beta_p$ at the peak, and let $k(T)$ be any increasing function of temperature. With the local Arrhenius energy $E_a(T)=k_BT^2\,d\ln k/dT$, every smooth interior maximum obeys
\begin{equation}
k(T_p)=\frac{E_a(T_p)\,\beta_p}{k_BT_p^2}.
\label{eq:local}
\end{equation}
The earlier history of the sample does not enter. What is lost is the proof that the maximum is unique, which needed constant $E$, $\nu$ and $\beta$ over the whole sweep.

The second derivation needs those constants from the start of heating onwards. In return it gives the full curve, including the coverage at the peak. A pause in the heating before the peak would spoil $\theta_p/\theta_0=e^{-A}$, but not Eq.~(\ref{eq:local}).

Both need a loss proportional to $\theta$. For second-order loss, $r=k\theta^2$, the same differentiation gives $d\ln r/dt=E\beta/(k_BT^2)-2k\theta$, and the condition becomes
\begin{equation}
2k(T_p)\,\theta_p=\frac{E\beta}{k_BT_p^2}.
\label{eq:second}
\end{equation}
The coverage no longer cancels. A sparser layer needs a larger $k$, hence a higher temperature, to reach its peak. A peak that moves with initial coverage is thus a warning against Eq.~(\ref{eq:peak}).

\section{Numbers for hydrogen on silicon}

Hydrogen on the monohydride Si(100) surface leaves as H$_2$ and frees sites for silicon deposition. Although two atoms leave together, the loss is nearly first order at moderate coverage; a common explanation is that the atoms tend to pair on the same silicon dimer. Rough typical parameters are $E=2.5$ eV and $\nu=10^{15}\,\mathrm{s^{-1}}$; take $\beta=2$ K/s. Then $E/k_B=2.901\times10^4$ K and
\begin{equation}
N=\frac{10^{15}\times2.901\times10^4}{2}=1.45\times10^{19}.
\end{equation}
Equation (\ref{eq:forward}) gives $x=36.90$ and $T_p=786$ K, or 513 $^\circ$C. Numerical integration of the coverage equation, with the maximum located on the resulting curve, gives the same 786.12 K as the closed form. It does so for initial coverages of both 1 and 0.2 ML.

At the peak both sides of Eq.~(\ref{eq:peak}) equal $0.0939\,\mathrm{s^{-1}}$. At 20 K below, $k=0.036$ and $E\beta/(k_BT^2)=0.099\,\mathrm{s^{-1}}$, so heating wins. At 20 K above they are 0.235 and $0.089\,\mathrm{s^{-1}}$, so depletion wins. The right side hardly changes; the crossing is made by the steep Arrhenius rate.

The bounds (\ref{eq:A}) are 0.946 and 0.950, and $A=0.950$ to three digits. From 1 ML, 0.387 ML remains at the peak, where the rate is $0.0939\times0.387=0.036$ ML/s. The curvature is $-2.32\times10^{-3}\,\mathrm{K^{-2}}$. At 5 K from the peak the rate is therefore lower by only about $\tfrac12\times2.32\times10^{-3}\times25=3\%$, and noise of that size blurs $T_p$ by a few kelvin if the highest point is simply read off; a smooth fit through many points does much better.

\section{From the peak back to the energy}

With $E=xk_BT_p$, Eq.~(\ref{eq:peak}) reads $\nu e^{-x}=x\beta/T_p$, or $xe^x=\nu T_p/\beta$. Hence
\begin{equation}
E=k_BT_p\,W\!\left(\frac{\nu T_p}{\beta}\right)
=k_BT_p\left[\ln\frac{\nu T_p}{\beta}-\ln x\right].
\label{eq:inverse}
\end{equation}
The Redhead formula replaces $\ln x$ by 3.64. Here $\ln x=3.61$, and the formula gives 2.498 eV instead of 2.500 eV, an error far below that of the inputs.

The effect of those inputs follows from the logarithm of Eq.~(\ref{eq:peak}),
\begin{equation}
\ln\nu-\frac{E}{k_BT_p}=\ln E+\ln\beta-\ln k_B-2\ln T_p .
\end{equation}
The differential of $E/(k_BT_p)$ is $x\,(d\ln E-d\ln T_p)$. Collecting the terms in $d\ln T_p$ on one side gives
\begin{equation}
(x+2)\,d\ln T_p=d\ln\beta-d\ln\nu+(x+1)\,d\ln E .
\label{eq:sens}
\end{equation}
At fixed peak temperature and heating rate, a tenfold change in $\nu$ changes $E$ by about $2.5\times2.303/37.9=0.15$ eV. The full inversion gives 2.348 eV for $10^{14}\,\mathrm{s^{-1}}$ and 2.652 eV for $10^{16}\,\mathrm{s^{-1}}$. A thermometer reading 10 K high, with $\nu$ and $\beta$ fixed, raises $E$ by 0.033 eV.

The prefactor can be avoided by varying the heating rate. Multiplying Eq.~(\ref{eq:peak}) by $k_B/E$ and taking logarithms,
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_BT_p}.
\end{equation}
The slope against $1/T_p$ is $-E/k_B$. For 0.5 and 8 K/s the simulated peaks lie at 759.05 and 815.14 K. The left side rises by $\ln16-2\ln(815.14/759.05)=2.630$, while $1/T_p$ falls by $9.065\times10^{-5}\,\mathrm{K^{-1}}$, which returns $E=2.500$ eV. If $\ln\beta$ alone is plotted, its slope is $-(E/k_B+2T_p)$, so that the apparent energy is $E+2k_BT_p$; the two peaks then give 2.636 eV.

Freedom from $\nu$ has a price. The two peaks are 56 K apart, so an error of 1 K in their separation changes $E$ by about 2\%, or 0.04 to 0.05 eV. A common error also matters: if both temperatures read 10 K high, the difference of inverse temperatures, $(T_2-T_1)/(T_1T_2)$, falls by about 2.5\%, and $E$ rises by about 0.07 eV.

\section{Where the silicon surface departs from the model}

The model's 786 K is close to the rough 800 K at which the monohydride peak is found at heating rates of a few K/s. This agreement does not confirm $E$ and $\nu$ separately, since a change in one can be offset by the other. Strict first order is one assumption that the real surface breaks: pairing is incomplete, above all at low coverage. Let dimers with zero, one and two hydrogen atoms be in equilibrium, with a rough pairing energy of 0.25 eV, and let only doubly occupied dimers desorb. The peak then shifts by $+0.4$ K from 1 ML and by $+4.7$ K from 0.2 ML. With no pairing energy the loss is second order, and the peaks lie at 785 and 819 K. In this model pairing thus removes most, but not all, of the dependence on initial coverage. Desorption paths that involve two neighbouring dimers are left out.

A coverage-dependent energy can matter more. As a trial, let the energy be $E-w\theta$ with $w=0.05$ eV per ML. With $a=w\theta/(k_BT)$, the logarithm of the rate gains the term $a$, and its derivative vanishes when
\begin{equation}
k\,e^{a}(1+a)=\frac{(E-w\theta)\beta}{k_BT^2}.
\end{equation}
The factor $e^a$ is the faster desorption; $1+a$ arises because the energy rises again as the layer empties. Together they act like a larger prefactor. With the unperturbed peak coverage, $a=0.05\times0.387/0.0677=0.286$, and Eq.~(\ref{eq:sens}) gives a shift of $-20.2\,[a+\ln(1+a)]\approx-11$ K. The full integration from 1 ML gives $-11.8$ K. Read with the constant-energy formula, this would lower $E$ by about 0.04 eV.

The other effects shift the peak by less than 3 K for these settings:
\begin{itemize}
\item A prefactor proportional to $T$, with $k$ held fixed at the old peak, adds $1/T_p$ to the slope of $\ln r$. Divided by the curvature (\ref{eq:curv}), this gives $T_p/[x(x+2)]=0.55$ K; the simulated shift is 0.53 K.
\item A Wigner tunnelling factor with a trial barrier frequency of 1000 cm$^{-1}$ is 1.14 at the peak and shifts it by $-2.8$ K.
\item A 50 L chamber pumped at 500 L/s has a response time $\tau=0.1$ s. The pressure lags the desorption by about $\tau$, so its peak appears $\beta\tau=0.2$ K late.
\item Readsorption at quasi-steady pressure divides $k$ by $1+\alpha$, with $\alpha=sA_s\bar v/(4S)$ for sticking probability $s$, sample area $A_s$, mean gas speed $\bar v$ and pumping speed $S$. For 1 cm$^2$ and H$_2$ at 300 K, the upper limit $s=1$ gives $\alpha=0.089$ and a shift of $+1.7$ K. A smaller $s$ gives less.
\end{itemize}

These sizes answer the opening question, provided that the calculated 2.50 eV already contains its zero-point and thermal terms. The discrepancy of 0.15 eV is what a tenfold error in the assumed prefactor produces, and it exceeds each correction estimated here for starting coverages of 0.2 ML or more; at lower coverage the departure from first order grows. If those terms are missing, they must be added first, since the zero-point term alone can be of the order of 0.1 eV. Either way the discrepancy alone is no ground for a change of functional, and the vibrational frequencies are the next step: in harmonic transition-state theory, those of the adsorbed state and of the transition state supply the prefactor, the zero-point term and the thermal terms, which at this temperature cancel part of the zero-point term. The frequencies need not close the gap. A match at 2.50 eV requires $\nu\approx10^{15}\,\mathrm{s^{-1}}$, while $e\,k_BT_p/h=4.5\times10^{13}\,\mathrm{s^{-1}}$, so the activation entropy would have to be about $+3k_B$; a computed prefactor near or below $10^{14}\,\mathrm{s^{-1}}$ would leave the discrepancy or enlarge it. Nor would agreement clear the functional, since common functionals can differ by several tenths of an eV on barriers of this kind. Varying the heating rate removes the prefactor from the analysis of the measurement, but not the effects of incomplete pairing or of a coverage-dependent energy. The values behind these estimates are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Largest peak error, three other cases: 6.3e-05 K
Activation energy E: 2.50 eV
Prefactor nu: 1.0e+15 1/s
Heating rate beta: 2.0 K/s
Peak temperature, simulated: 786.12 K
Peak temperature, closed form: 786.12 K
Peak temperature, closed form: 513.0 deg C
x = E/(kB Tp): 36.904
kB Tp: 0.06774 eV
20 K below: k = 0.03583 1/s, E beta/(kB T^2) = 0.09886 1/s
at peak: k = 0.09389 1/s, E beta/(kB T^2) = 0.09389 1/s
20 K above: k = 0.23456 1/s, E beta/(kB T^2) = 0.08929 1/s
Exponent A at peak: 0.9498
Bounds on A: 0.9458 to 0.9502
Coverage at peak, start 1 ML: 0.3868 ML
1/e for comparison: 0.3679
Peak rate, start 1 ML: 0.03632 ML/s
Peak temperature, start 0.2 ML: 786.12 K
Curvature of ln rate at peak: -2.324e-03 1/K^2
dTp/d ln beta: 20.21 K
dTp/d ln nu: -20.21 K
dTp/d ln E: 766.0 K
E by inversion of the peak: 2.5000 eV
E by Redhead constant 3.64: 2.4979 eV
E if nu taken 10 times smaller: 2.348 eV
E if nu taken 10 times larger: 2.652 eV
E if thermometer reads 10 K high: 2.533 eV
Peak at 0.5 K/s: 759.05 K
Peak at 8.0 K/s: 815.14 K
E from slope of ln(beta/Tp^2): 2.5000 eV
E from slope of ln(beta): 2.6355 eV
Second order, peak from 1 ML: 785.1 K
Second order, peak from 0.2 ML: 818.9 K
Pairing energy: 0.25 eV
Shift, incomplete pairing, 1 ML: +0.38 K
Shift, incomplete pairing, 0.2 ML: +4.70 K
Trial energy drop per ML: 0.05 eV
Shift, coverage-dependent energy, 1 ML: -11.84 K
Shift, prefactor proportional to T: +0.53 K
Trial barrier wavenumber: 1000 1/cm
Wigner factor at peak: 1.140
Shift, tunnelling: -2.78 K
Chamber volume: 50 L; pumping speed: 500 L/s
Pumping time: 0.10 s
Shift, pumping delay: +0.20 K
Sample area: 1.0 cm^2; gas temperature: 300 K
Mean H2 speed: 1775 m/s
Readsorption ratio alpha, sticking 1: 0.0888
Shift, readsorption, sticking 1: +1.72 K
\end{verbatim}
